# Detailed balance and stationarity of Metropolis sampling with asymmetric proposals: test program

```python
"""Metropolis sampling with asymmetric proposals on a finite set of states.

Result under test: if a move x -> y is proposed with probability T[x, y] and
accepted with probability min(1, pi[y] T[y, x] / (pi[x] T[x, y])), then the
transition matrix P obeys pi[x] P[x, y] = pi[y] P[y, x] and pi P = pi.
Symbols: psi = trial amplitudes, weights = psi**2 (not normalised),
pi = weights / sum(weights), T = proposal matrix, A = acceptance matrix,
P = transition matrix.  Rows are old states, columns are new states.
"""
import random
from fractions import Fraction as F

import numpy as np
import sympy as sp
from scipy.optimize import linprog


def acceptance_matrix(weights, T, use_proposal_ratio=True):
    """Acceptance probabilities; entries that are never proposed stay zero."""
    n = len(weights)
    A = np.full((n, n), F(0), dtype=object)
    for x in range(n):
        for y in range(n):
            if x != y and T[x, y] > 0:
                ratio = F(weights[y]) / weights[x]
                if use_proposal_ratio:
                    ratio *= T[y, x] / T[x, y]
                A[x, y] = min(F(1), ratio)
    return A


def transition_matrix(T, A):
    """Accepted moves off the diagonal; everything else stays put."""
    P = T * A
    for x in range(len(T)):
        P[x, x] = F(1) - sum(P[x, y] for y in range(len(T)) if y != x)
    return P


def solve_stationary(P):
    """Exact solution of mu P = mu, sum(mu) = 1, by linear algebra."""
    n = len(P)
    M = sp.Matrix(n, n, lambda i, j: sp.Rational(P[j, i].numerator,
                                                 P[j, i].denominator))
    null = (M - sp.eye(n)).nullspace()
    assert len(null) == 1
    v = null[0] / sum(null[0])
    return np.array([F(int(c.p), int(c.q)) for c in v], dtype=object)


def text(values):
    return ", ".join(str(v) for v in values)


def decimals(values):
    return ", ".join(f"{float(v):.5f}" for v in values)


# General statement: exact arithmetic on random chains with one-way proposals
gen = random.Random(11)
one_way_pairs = 0
number_of_chains = 200
for _ in range(number_of_chains):
    n = 5
    w = [gen.randint(1, 9) for _ in range(n)]
    target = np.array([F(v, sum(w)) for v in w], dtype=object)
    rows = []
    for x in range(n):
        raw = [gen.randint(0, 3) + (1 if x == y else 0) for y in range(n)]
        rows.append([F(r, sum(raw)) for r in raw])
    Tr = np.array(rows, dtype=object)
    Pr = transition_matrix(Tr, acceptance_matrix(w, Tr))
    flow = target[:, None] * Pr
    assert np.all(flow == flow.T)
    assert np.all(target @ Pr == target)
    assert all(p >= 0 for p in Pr.flat)
    one_way_pairs += sum(1 for x in range(n) for y in range(n)
                         if Tr[x, y] > 0 and Tr[y, x] == 0)
assert one_way_pairs > 0
print(f"random five-state chains tested exactly: {number_of_chains}")
print(f"one-way proposals among them: {one_way_pairs}")

# Three-state example
psi = [1, 2, 3]
weights = [a * a for a in psi]
pi = np.array([F(w, sum(weights)) for w in weights], dtype=object)
T = np.array([[F(0), F(3, 4), F(1, 4)],
              [F(1, 10), F(0), F(9, 10)],
              [F(1, 2), F(1, 2), F(0)]], dtype=object)
assert all(sum(row) == 1 for row in T)
A = acceptance_matrix(weights, T)
P = transition_matrix(T, A)
print("amplitudes psi:", text(psi), "| weights:", text(weights))
print("target pi:", text(pi), "=", decimals(pi))
for x in range(3):
    print(f"T row {x + 1}:", text(T[x]))
for x in range(3):
    for y in range(3):
        if x != y:
            print(f"{x + 1}->{y + 1}: weight*T = {weights[x] * T[x, y]}, "
                  f"A = {A[x, y]}")
for x in range(3):
    print(f"P row {x + 1}:", text(P[x]), "=", decimals(P[x]))
for x, y in [(0, 1), (0, 2), (1, 2)]:
    forward, backward = pi[x] * P[x, y], pi[y] * P[y, x]
    assert forward == backward
    assert forward == min(pi[x] * T[x, y], pi[y] * T[y, x])
    print(f"flow {x + 1}->{y + 1} = {forward}, "
          f"flow {y + 1}->{x + 1} = {backward}")
stationary = solve_stationary(P)
assert np.all(stationary == pi)
print("stationary vector from linear solve:", text(stationary))
assert A[0, 1] < 1 and pi[1] > pi[0]

# Largest acceptances allowed by detailed balance, found by linear programming
for x, y in [(0, 1), (0, 2), (1, 2)]:
    balance = [[float(pi[x] * T[x, y]), -float(pi[y] * T[y, x])]]
    best = linprog([-1, -1], A_eq=balance, b_eq=[0], bounds=[(0, 1)] * 2)
    assert best.success
    assert np.allclose(best.x, [float(A[x, y]), float(A[y, x])], atol=1e-7)
    print(f"largest A({x + 1}->{y + 1}), A({y + 1}->{x + 1}) "
          f"from linear program: {decimals(best.x)}")

# Approach to pi from state 1
eigenvalues = np.sort(np.linalg.eigvals(P.astype(float)).real)
print("eigenvalues of P:", decimals(eigenvalues))
p = np.array([F(1), F(0), F(0)], dtype=object)
distance = []
for step in range(82):
    distance.append(sum(abs(d) for d in p - pi) / 2)
    if step in (0, 1, 2, 5, 10, 20):
        print(f"step {step}: p = {decimals(p)}; "
              f"half sum |p-pi| = {float(distance[-1]):.3e}")
    p = p @ P
late_ratio = float(distance[81] / distance[80])
slowest = max(abs(eigenvalues[:-1]))
assert abs(eigenvalues[-1] - 1) < 1e-12
assert float(distance[80]) < 1e-12
assert abs(late_ratio - slowest) < 1e-5
print(f"late decay factor per step: {late_ratio:.5f}")

# Acceptance without the proposal ratio
Q = transition_matrix(T, acceptance_matrix(weights, T, False))
wrong = solve_stationary(Q)
currents = [wrong[x] * Q[x, y] - wrong[y] * Q[y, x]
            for x, y in [(0, 1), (1, 2), (2, 0)]]
assert np.any(pi @ Q != pi)
assert max(abs(float(d)) for d in wrong - pi) > 0.01
assert currents[0] == currents[1] == currents[2] != 0
print("without T ratio, pi after one step:", decimals(pi @ Q))
print("without T ratio, stationary vector:", decimals(wrong))
print(f"without T ratio, ring current 1->2->3->1 per step: "
      f"{float(currents[0]):.5f}")

# Recording accepted moves only: chain conditioned on leaving the state
J = np.array([[F(0) if x == y else P[x, y] / (1 - P[x, x])
               for y in range(3)] for x in range(3)], dtype=object)
moves_only = solve_stationary(J)
leaving = np.array([pi[x] * (1 - P[x, x]) for x in range(3)], dtype=object)
assert np.all(moves_only == leaving / sum(leaving))
assert np.any(moves_only != pi)
print(f"mean acceptance: {sum(leaving)} = {float(sum(leaving)):.5f}")
print("accepted moves only, exact fractions:", decimals(moves_only))

# Direct simulation of the algorithm, which does not use P
gen = random.Random(2024)
Tf = T.astype(float).tolist()
steps = 200000
state = 0
visits, arrivals, counts = np.zeros(3), np.zeros(3), np.zeros((3, 3))
for _ in range(steps):
    old = state
    new = gen.choices((0, 1, 2), weights=Tf[old])[0]
    ratio = weights[new] * Tf[new][old] / (weights[old] * Tf[old][new])
    if gen.random() < ratio:
        state = new
        arrivals[state] += 1
    visits[state] += 1
    counts[old, state] += 1
frequencies = counts / counts.sum(axis=1, keepdims=True)
# Tolerances are about five statistical standard errors or more.
assert np.max(abs(frequencies - P.astype(float))) < 0.02
assert np.max(abs(visits / steps - pi.astype(float))) < 0.008
assert np.max(abs(arrivals / arrivals.sum()
                  - moves_only.astype(float))) < 0.01
print(f"simulation steps: {steps}")
print("simulated visit fractions:", decimals(visits / steps))
print("simulated accepted-only fractions:", decimals(arrivals / arrivals.sum()))

# Stationary but not convergent: perpetual swap and frozen one-way ring
swap = np.array([[F(0), F(1)], [F(1), F(0)]], dtype=object)
S = transition_matrix(swap, acceptance_matrix([1, 1], swap))
half = np.array([F(1, 2), F(1, 2)], dtype=object)
start = np.array([F(1), F(0)], dtype=object)
assert np.all(half @ S == half)
assert np.all(start @ S != start) and np.all(start @ S @ S == start)
print("swap chain from state 1, steps 1 and 2:",
      text(start @ S), "|", text(start @ S @ S))
ring = np.array([[F(0), F(1), F(0)], [F(0), F(0), F(1)],
                 [F(1), F(0), F(0)]], dtype=object)
R = transition_matrix(ring, acceptance_matrix(weights, ring))
assert np.all(R == np.eye(3, dtype=int))
print("one-way ring, diagonal of P:", text(np.diag(R)))

print("all tests passed")
```

Printed output:

```
random five-state chains tested exactly: 200
one-way proposals among them: 783
amplitudes psi: 1, 2, 3 | weights: 1, 4, 9
target pi: 1/14, 2/7, 9/14 = 0.07143, 0.28571, 0.64286
T row 1: 0, 3/4, 1/4
T row 2: 1/10, 0, 9/10
T row 3: 1/2, 1/2, 0
1->2: weight*T = 3/4, A = 8/15
1->3: weight*T = 1/4, A = 1
2->1: weight*T = 2/5, A = 1
2->3: weight*T = 18/5, A = 1
3->1: weight*T = 9/2, A = 1/18
3->2: weight*T = 9/2, A = 4/5
P row 1: 7/20, 2/5, 1/4 = 0.35000, 0.40000, 0.25000
P row 2: 1/10, 0, 9/10 = 0.10000, 0.00000, 0.90000
P row 3: 1/36, 2/5, 103/180 = 0.02778, 0.40000, 0.57222
flow 1->2 = 1/35, flow 2->1 = 1/35
flow 1->3 = 1/56, flow 3->1 = 1/56
flow 2->3 = 9/35, flow 3->2 = 9/35
stationary vector from linear solve: 1/14, 2/7, 9/14
largest A(1->2), A(2->1) from linear program: 0.53333, 1.00000
largest A(1->3), A(3->1) from linear program: 1.00000, 0.05556
largest A(2->3), A(3->2) from linear program: 1.00000, 0.80000
eigenvalues of P: -0.40000, 0.32222, 1.00000
step 0: p = 1.00000, 0.00000, 0.00000; half sum |p-pi| = 9.286e-01
step 1: p = 0.35000, 0.40000, 0.25000; half sum |p-pi| = 3.929e-01
step 2: p = 0.16944, 0.24000, 0.59056; half sum |p-pi| = 9.802e-02
step 5: p = 0.07426, 0.28864, 0.63710; half sum |p-pi| = 5.759e-03
step 10: p = 0.07144, 0.28568, 0.64287; half sum |p-pi| = 2.996e-05
step 20: p = 0.07143, 0.28571, 0.64286; half sum |p-pi| = 3.141e-09
late decay factor per step: 0.40000
without T ratio, pi after one step: 0.04286, 0.21786, 0.73929
without T ratio, stationary vector: 0.04641, 0.21505, 0.73854
without T ratio, ring current 1->2->3->1 per step: 0.02943
mean acceptance: 17/28 = 0.60714
accepted moves only, exact fractions: 0.07647, 0.47059, 0.45294
simulation steps: 200000
simulated visit fractions: 0.07128, 0.28640, 0.64233
simulated accepted-only fractions: 0.07637, 0.47099, 0.45263
swap chain from state 1, steps 1 and 2: 0, 1 | 1, 0
one-way ring, diagonal of P: 1, 1, 1
all tests passed
```
